\section*{Why DFT+U has many metastable states: fillings, rotations and stalled SCF runs}

\section{A converged state 0.97 eV too high}

A model d shell holds one electron in one spin channel. The self-consistent run starts with this electron in an $e_g$ orbital, 1 eV above the $t_{2g}$ levels, with noise of size $10^{-8}$ in the occupation matrix. At iteration 5 no matrix element changes by more than $10^{-6}$, so a convergence test with that threshold is met. The energy is then 0.97 eV above that of the $t_{2g}$ state. If the run continues, the $e_g$ weight falls below one half at iteration 68.

Two properties of the Dudarev penalty explain this. It is concave in the fillings, which locks them near integers once $U$ is large compared with the hybridization, and it is blind to the orientation of the filled orbitals. The first creates many self-consistent states. The second decides which of them are true minima.

\section{The model}

Let $n$ be the $5\times5$ occupation matrix of one spin channel, and let $\varepsilon$ hold the crystal-field levels: 0 for the three $t_{2g}$ orbitals and $\Delta$ for the two $e_g$ orbitals. The electron number $\mathrm{Tr}\,n=N$ is held fixed, which represents a very stiff electrostatic charge energy. Each orbital couples to its own wide, flat bath, with the same half-width $\Gamma$ for all five. The algebra is in atomic units and the numbers are in eV.

A level at $x$ relative to the Fermi level becomes a Lorentzian of half-width $\Gamma$. Its filling is the area below the Fermi level,
\begin{equation}
 n=f(x)=\frac12-\frac1\pi\arctan\frac{x}{\Gamma},
 \qquad\text{so}\qquad x=\Gamma\cot\pi n .
\end{equation}
If $\Omega(x)$ is the grand potential of level and bath, then $d\Omega/dx=n$. The bath energy at given filling is $\Phi=\Omega-xn$, hence
\begin{equation}
 \frac{d\Phi}{dn}=n\frac{dx}{dn}-x-n\frac{dx}{dn}=-\Gamma\cot\pi n,
 \qquad \Phi(n)=-\frac{\Gamma}{\pi}\ln\sin\pi n ,
\end{equation}
up to a constant. Because the baths are identical, rotating the d orbitals and the baths together leaves the coupling unchanged. One may therefore work in the eigenbasis of $n$, and the total energy is
\begin{equation}
 E[n]=\mathrm{Tr}\,\varepsilon n+\frac U2\mathrm{Tr}\,n(1-n)+\mathrm{Tr}\,\Phi(n).
 \label{eq:E}
\end{equation}
The numerical check compares this bath functional with an explicit discretized bath.

\section{Why fillings lock}

For a change $\delta$ of the matrix,
\begin{equation}
 \frac U2\mathrm{Tr}(n+\delta)(1-n-\delta)
 =\frac U2\mathrm{Tr}\,n(1-n)+U\,\mathrm{Tr}\Big(\tfrac12-n\Big)\delta-\frac U2\mathrm{Tr}\,\delta^2 .
\end{equation}
The last term is negative, so the penalty is concave. The linear term gives the potential $U(\frac12-n)$, which lowers filled orbitals and raises empty ones.

Take $n$ diagonal in the crystal-field orbitals first. Stationarity at fixed $N$, with multiplier $\lambda$, and the curvature per orbital are
\begin{align}
 \varepsilon_i+g(n_i)&=\lambda, & g(n)&=U\Big(\tfrac12-n\Big)-\Gamma\cot\pi n,\label{eq:stat}\\
 c_i&=g'(n_i)=\frac{\pi\Gamma}{\sin^2\pi n_i}-U .\label{eq:curv}
\end{align}
Hybridization contributes at least $\pi\Gamma$ to the curvature. If $U\le\pi\Gamma$ the diagonal energy is strictly convex and has one minimum. For larger $U$, moving charge $t$ between two orbitals changes the energy at second order by $\frac12(c_i+c_j)t^2$, so a minimum can have at most one orbital with $c_i<0$.

\subsection{The crystal-field condition}

As $\Gamma\to0$, two fractional fillings always permit a downhill exchange, since $c_i+c_j=-2U$. The minima are then integer fillings. Moving charge $t$ from a filled orbital $i$ to an empty orbital $j$ costs
\begin{equation}
 (\varepsilon_j-\varepsilon_i)t+\frac U2\big[t(1-t)+t(1-t)\big]
 =(\varepsilon_j-\varepsilon_i)t+Ut(1-t).
\end{equation}
The initial slope is $U-(\varepsilon_i-\varepsilon_j)$. Any small allowed change of the fillings is a sum of such exchanges, so the filling is a minimum if $U>\varepsilon_i-\varepsilon_j$ for every filled $i$ and empty $j$. At equality the cost is $-Ut^2$ and the minimum is lost. For $U>\Delta$ all $\binom5N$ fillings are minima.

\subsection{The combined condition}

At finite $\Gamma$ and $U>\pi\Gamma$, $g$ rises from $-\infty$ to a maximum $\delta_c$ at $n_s<\frac12$, falls to $-\delta_c$ at $1-n_s$, and rises again. The turning point has $\sin^2\pi n_s=\pi\Gamma/U$. With $\frac12-n_s=\frac1\pi\arccos(\sin\pi n_s)$ and $\cot\pi n_s=\sqrt{U/(\pi\Gamma)-1}$,
\begin{equation}
 \delta_c=\frac U\pi\arccos\sqrt{\frac{\pi\Gamma}{U}}-\sqrt{\Gamma\Big(\frac U\pi-\Gamma\Big)} .
\end{equation}
For one electron in two orbitals split by $\Delta$, let $n$ be the filling of the upper one. Since $\Phi(1-n)=\Phi(n)$, the energy is $\Delta n+Un(1-n)+2\Phi(n)$, with derivative $\Delta+2g(n)$. There are two minima exactly when $\Delta<2\delta_c$. This reduces to $U>\Delta$ as $\Gamma\to0$.

In the five-orbital shell the same inequality is necessary but not sufficient. If an $e_g$ orbital $i$ is more than half filled and a $t_{2g}$ orbital $j$ less than half filled, Eq.~\eqref{eq:stat} gives $\Delta=g(n_j)-g(n_i)\le2\delta_c$. For $N=1$, equality would require $n_i=1-n_s$ and $n_s$ in each of the three $t_{2g}$ orbitals. Their sum already exceeds one electron, so the threshold must be higher.

\subsection{How many, and from what $U$}

With $\Delta=1$ eV and $\Gamma=0.05$ eV, $\pi\Gamma=0.157$ eV. The numbers of diagonal minima are

\begin{center}
\begin{tabular}{ccccc}
$U$ (eV) & $N=1$ & $N=2$ & $N=3$ & $N=4$\\
0.1 & 1 & 1 & 1 & 1\\
0.5 & 3 & 3 & 1 & 2\\
1.0 & 3 & 3 & 1 & 2\\
3.0 & 5 & 10 & 10 & 5\\
4.0 & 5 & 10 & 10 & 5
\end{tabular}
\end{center}

The rows at 0.5 and 1.0 eV count the ways of filling the lowest levels: three choices for one or two $t_{2g}$ electrons, one for three, and two for the fourth electron in $e_g$. The two-orbital threshold is 1.635 eV. In the full shell all fillings have become minima above about 1.78 eV for $N=1$ and 1.68 eV for $N=2$. Hybridization thus matters well after $U$ has passed both $\pi\Gamma$ and $\Delta$.

If the two spin channels are uncoupled and their electron numbers are fixed separately, their counts multiply. The same holds for uncoupled sites: $M$ sites with five states each have $5^M$ combinations.

\section{Why rotations undo most of them}

The penalty and the bath energy in Eq.~\eqref{eq:E} depend on the eigenvalues of $n$ alone. Rotate orbital $i$ into orbital $j$ by an angle $\theta$, and let $d=n_i-n_j>0$. The diagonal elements become $n_i-d\sin^2\theta$ and $n_j+d\sin^2\theta$, so
\begin{equation}
 \delta E=-(\varepsilon_i-\varepsilon_j)\,d\sin^2\theta .
 \label{eq:rot}
\end{equation}
An excited filling goes downhill at once. It is a saddle, however large $U$ is. Degenerate fillings are joined by a path of constant energy, which is a flat valley for the lowest ones.

At $U=4$ eV the $e_g$ state has $n_i=0.974$ and 0.007 in each $t_{2g}$ orbital, so $d=0.967$. The curvature with respect to angle is $-2\Delta d=-1.93$ eV/rad$^2$. Rotation by $90^\circ$ releases $\Delta d=0.967$ eV, and relaxation of the fillings supplies the remaining 0.006 eV of the 0.973 eV difference.

Two $t_{2g}$ states show the contrast. Along a straight path in the fillings the barrier is 0.84 eV. Two half-filled orbitals alone would cost $U/4=1$ eV. The convex bath energy and the small penalty already present at the end points reduce this. Along the rotation path the energy is constant to rounding error.

\section{Why the SCF run stays on a saddle}

The level energies in the $e_g$ state are $h_i=\varepsilon_i+U(\frac12-n_i)$, up to a common constant. The empty $t_{2g}$ level lies above the filled $e_g$ level by
\begin{equation}
 h_j-h_i=Ud-(\varepsilon_i-\varepsilon_j)=3.868-1=2.868\ \text{eV}.
\end{equation}
Filling levels from the bottom therefore reproduces the excited state.

Now add a small off-diagonal element $\delta n_{ij}$. It produces $\delta h_{ij}=-U\delta n_{ij}$. The new matrix $n'$ is a function of $h$ and commutes with it, so to first order
\begin{equation}
 n'_{ij}(h_i-h_j)=(n_i-n_j)\,\delta h_{ij},
 \qquad
 r=\frac{n'_{ij}}{\delta n_{ij}}=\frac{Ud}{Ud-(\varepsilon_i-\varepsilon_j)} .
 \label{eq:r}
\end{equation}
The diagonal elements and the Fermi level do not change at this order, because reversing the sign of orbital $i$ reverses $n_{ij}$ and leaves them alone.

Here $r=3.868/2.868=1.349$. An element that symmetry sets to zero stays zero, and the run never leaves. A small element grows slowly: from $10^{-8}$ to one half takes about $\ln(5\times10^7)/\ln1.349\approx59$ steps. The nonlinear last stage adds about three steps, so an element of exactly $10^{-8}$ escapes at step 62, which is also typical of random noise of this size. The run quoted at the start needed 68 because its noise happened to have an $e_g$--$t_{2g}$ component of only $2\times10^{-9}$, for which the linear estimate is already 64 steps.

Meanwhile the change per step is $(r-1)\delta n_{ij}$. It stays below $10^{-6}$ until $\delta n_{ij}$ reaches about $3\times10^{-6}$. The energy is an even poorer warning, since by Eq.~\eqref{eq:rot} with $\theta\approx\delta n_{ij}/d$ it has dropped by only about $10^{-11}$ eV. Linear mixing with fraction $\alpha$ replaces $r$ by $1+\alpha(r-1)$. This slows the escape and also reduces the change between successive mixed matrices to $\alpha(r-1)\delta n_{ij}$; the difference between output and input of one step remains $(r-1)\delta n_{ij}$.

\section{What makes a true minimum}

The crystal field alone isolates the state with three filled $t_{2g}$ orbitals, because rotations among equally filled orbitals change nothing. For an excited filling, or a degenerate level whose orbitals are unequally filled, an isolated minimum needs a further energy that depends on orbital orientation. Equal fractional fillings of a degenerate level can be isolated without it while $U$ is small. In a real calculation the Hartree and exchange-correlation energies or a lattice distortion can supply one. A simple model is $-\frac A2\sum_i n_{ii}^2$ in the crystal-field orbitals; it is not fully cubic within the $e_g$ pair. Under the rotation above,
\begin{equation}
 \sum_i n_{ii}^2\;\to\;\sum_i n_{ii}^2-2d^2\sin^2\theta+2d^2\sin^4\theta
 =\sum_i n_{ii}^2-2d^2\sin^2\theta\cos^2\theta ,
\end{equation}
so for small angles
\begin{equation}
 \delta E\approx d\,\big[Ad-(\varepsilon_i-\varepsilon_j)\big]\theta^2 .
\end{equation}
A diagonal minimum resists these rotations if $Ad>\varepsilon_i-\varepsilon_j$ for every pair with $n_i>n_j$. The term also lowers $h_i$ relative to $h_j$ by $Ad$, so $U$ in the denominator of Eq.~\eqref{eq:r} becomes $U+A$.

For the $e_g$ state, $A=0.2$ eV leaves the curvature negative, at $-1.56$ eV/rad$^2$. With $A=1.5$ eV it is $+0.91$ eV/rad$^2$ and the SCF factor is 0.893, so the state is stable. The test that rotates each state slightly and iterates again finds, for $N=1$ and $N=2$, no isolated states at $A=0$, three and three at 0.2 eV, and five and ten at 1.5 eV. At $A=0$ the excited fillings are saddles and the lowest ones lie in the flat $t_{2g}$ valley, so none is isolated; a lowest energy still exists. For diagonal matrices the pinning has the same form as the concave part of the penalty, $-\frac U2\sum_i n_{ii}^2$, so $U+A$ takes the place of $U$ in the thresholds found earlier. The full binomial count needs $U+A$ above them. It then applies to diagonal matrices or, with rotations allowed, to shells whose pinning satisfies $Ad>\Delta$.

\section{What to do}

\begin{itemize}
\item Start from several integer occupation matrices, ideally all $\binom5N$ for a single site, and compare total energies at the same $U$ and the same numerical settings.
\item Switch off symmetry and add off-diagonal elements of visible size. In this example a seed of $10^{-2}$ needs about $\ln50/\ln1.349\approx13$ steps to escape by the linear estimate, and 16 in the full iteration.
\item After convergence, rotate the occupation matrix slightly and iterate again. A state that returns is stable against that rotation. If it moves further away and the energy falls below its converged value, it was either a saddle or a minimum too shallow to survive a rotation of that size. A shallow minimum returns after a small enough rotation. If the energy does not fall, the iteration may be overshooting a minimum, and a smaller mixing fraction should then bring it back. One that stays where the rotation put it has a flat energy along that rotation, but other rotations may still lower it.
\item Do not rely on a tighter threshold alone. It cannot reveal an instability whose matrix element is exactly zero.
\item Use care when raising $U$ from a small value with symmetry on. Equal fractional $t_{2g}$ fillings are then preserved, although they cease to be a minimum once $U>\pi\Gamma/\sin^2\pi n$.
\end{itemize}

The thresholds belong to this model. Unequal bath widths would themselves give the energy a dependence on orientation, and a soft charge energy would let $N$ change. In a real compound the size of the pinning has to be found by the perturb-and-iterate test.

\section*{Computed values}
\begin{verbatim}
crystal-field splitting Delta = 1.00 eV
hybridization half-width Gamma = 0.050 eV
convexity limit pi*Gamma = 0.1571 eV
bath energy, explicit = 0.0258 eV
bath energy, formula = 0.0257 eV
diagonal minima at U = 0.1 eV, N = 1,2,3,4: [1, 1, 1, 1]
diagonal minima at U = 0.5 eV, N = 1,2,3,4: [3, 3, 1, 2]
diagonal minima at U = 1.0 eV, N = 1,2,3,4: [3, 3, 1, 2]
diagonal minima at U = 3.0 eV, N = 1,2,3,4: [5, 10, 10, 5]
diagonal minima at U = 4.0 eV, N = 1,2,3,4: [5, 10, 10, 5]
two-orbital threshold U = 1.635 eV
all fillings are minima above U = 2.05 eV for N = 1
all fillings are minima above U = 1.75 eV for N = 2
worked case: U = 4.0 eV, N = 1
t2g state, filled orbital occupation = 0.9817
eg state, filled orbital occupation = 0.9740
eg state, each t2g occupation = 0.0070
energy of eg state above t2g state = 0.9731 eV
t2g-t2g barrier, straight filling path = 0.8426 eV
t2g-t2g largest change, rotation path = 3.3e-16 eV
eg state, rotation curvature at A = 0.0 eV: -1.934 eV/rad^2
eg state, rotation curvature at A = 0.2 eV: -1.562 eV/rad^2
eg state, rotation curvature at A = 1.5 eV: 0.914 eV/rad^2
SCF factor per step, eg into t2g = 1.3487
SCF factor per step, t2g into t2g = 1.0000
SCF factor per step, t2g into eg = 0.7964
SCF factor, eg into t2g, A = 1.5 eV: 0.8933
noise in starting matrix = 1e-8, convergence threshold = 1e-6
threshold first met at iteration 5
energy above t2g state at that iteration = 0.9731 eV
eg weight falls below one half at iteration 68
isolated under rotation, A = 0.0 eV, N = 1,2: [0, 0]
isolated under rotation, A = 0.2 eV, N = 1,2: [3, 3]
isolated under rotation, A = 1.5 eV, N = 1,2: [5, 10]
\end{verbatim}
